# Why the massive Dirac equation needs four components: test program

```python
"""Result under test: H = c alpha.p + beta m c^2 with E^2 = c^2 p^2 + m^2 c^4
in three dimensions needs four mutually anticommuting Hermitian matrices of
square one; their size N must be a multiple of four, and N = 4 works.
alpha (three matrices) multiplies momentum p, beta multiplies the rest energy.
Atomic units inside (electron mass m = 1); eV and 1/angstrom in the output.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, expm, null_space
from scipy.optimize import least_squares

rng = np.random.default_rng(12)
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
c = physical_constants["inverse fine-structure constant"][0]
rest = c**2
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def hermitian_set(parameters, size):
    """Four Hermitian matrices from unrestricted real parameters."""
    m = parameters.reshape(4, size, size)
    mt = m.transpose(0, 2, 1)
    return (m + mt) / 2 + 1j * (m - mt) / 2


def algebra_defect(parameters, size):
    """All entries of {A_a, A_b} - 2 delta_ab, as real numbers."""
    a = hermitian_set(parameters, size)
    product = a[:, None] @ a[None, :]
    defect = product + product.transpose(1, 0, 2, 3)
    defect = defect - 2 * np.eye(4)[:, :, None, None] * np.eye(size)
    return np.concatenate([defect.real.ravel(), defect.imag.ravel()])


def search(size, starts=8):
    """Smallest summed squared defect found from random starts."""
    best, best_matrices = np.inf, None
    for _ in range(starts):
        guess = 0.5 * rng.normal(size=4 * size**2)
        fit = least_squares(algebra_defect, guess, args=(size,),
                            ftol=1e-12, xtol=1e-12, gtol=1e-15, max_nfev=80)
        if 2 * fit.cost < best:
            best, best_matrices = 2 * fit.cost, hermitian_set(fit.x, size)
        if best < 1e-14:
            break
    return best, best_matrices


def hamiltonian(alpha, mass_term, p):
    return c * np.einsum("i,ijk->jk", p, alpha) + mass_term


def true_energy(p):
    return np.sqrt(c**2 * np.dot(p, p) + rest**2)


# Blind search: does any set of four matrices obey the algebra?
defects = {}
for size in (2, 3, 4):
    defects[size], found = search(size)
assert defects[2] > 1 and defects[3] > 1
assert defects[4] < 1e-14

# Properties of the set found for N = 4 (entries accurate to about 1e-7)
found_alpha, found_beta = found[:3], found[3]
found_levels = np.array([np.linalg.eigvalsh(a) for a in found])
assert np.allclose(found_levels, [-1, -1, 1, 1], atol=1e-6)
assert np.allclose(np.trace(found, axis1=1, axis2=2), 0, atol=1e-6)
five = np.array([np.eye(4).ravel()] + [a.ravel() for a in found])
independent_count = np.linalg.matrix_rank(five, tol=1e-5)
assert independent_count == 5
two_by_two = np.array([np.eye(2).ravel()] + [s.ravel() for s in sigma])
space_two = np.linalg.matrix_rank(two_by_two)
assert space_two == 4
for _ in range(5):
    p = c * rng.normal(size=3)
    levels = np.linalg.eigvalsh(hamiltonian(found_alpha, rest * found_beta, p))
    assert np.allclose(levels / true_energy(p), [-1, -1, 1, 1], atol=1e-6)

# Joint eigenspaces of beta and S, and S/2 as generator of spin rotation
spin = -1j * found_alpha[0] @ found_alpha[1]
assert np.allclose(spin @ found_beta, found_beta @ spin, atol=1e-6)
joint_dimensions = []
for b in (1, -1):
    for s in (1, -1):
        # both conditions hold exactly on the null space of this stack
        stack = np.vstack([found_beta - b * np.eye(4), spin - s * np.eye(4)])
        joint_dimensions.append(4 - np.linalg.matrix_rank(stack, tol=1e-4))
assert joint_dimensions == [1, 1, 1, 1]
angle = 0.7
turn = np.array([[np.cos(angle), -np.sin(angle), 0],
                 [np.sin(angle), np.cos(angle), 0], [0, 0, 1]])
u = expm(-0.5j * angle * spin)
p = c * rng.normal(size=3)
h_before = hamiltonian(found_alpha, rest * found_beta, p)
h_after = hamiltonian(found_alpha, rest * found_beta, turn @ p)
assert np.allclose(u @ h_before @ u.conj().T / rest, h_after / rest, atol=1e-5)

# Handedness: the operator -i a1 a2 a3 must be reversed by beta
handed = -1j * found_alpha[0] @ found_alpha[1] @ found_alpha[2]
assert np.allclose(handed @ handed, np.eye(4), atol=1e-6)
assert np.allclose(handed @ found_beta, -found_beta @ handed, atol=1e-6)
for a in found_alpha:
    assert np.allclose(handed @ a, a @ handed, atol=1e-6)


def partner_rank(signs):
    """Rank of a generic matrix anticommuting with alpha = diag(+-sigma)."""
    alpha = [block_diag(*[s * pauli for s in signs]) for pauli in sigma]
    one = np.eye(2 * len(signs))
    conditions = np.vstack([np.kron(a, one) + np.kron(one, a.T) for a in alpha])
    basis = null_space(conditions, rcond=1e-10)
    if basis.shape[1] == 0:
        return 0
    generic = basis @ rng.normal(size=basis.shape[1])
    return np.linalg.matrix_rank(generic.reshape(one.shape), tol=1e-8)


ranks = {signs: partner_rank(signs)
         for signs in ((1,), (1, 1), (1, -1), (1, 1, -1), (1, 1, 1))}
assert ranks[(1,)] == 0 and ranks[(1, 1)] == 0
assert ranks[(1, -1)] == 4
assert ranks[(1, 1, -1)] < 6 and ranks[(1, 1, 1)] < 6

# Any two-component constant term only shifts momentum and energy
raw = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
term = rest * (raw + raw.conj().T) / 2
offset = np.trace(term).real / 2
shift = np.array([np.trace(s @ term).real / 2 for s in sigma])
for _ in range(5):
    p = c * rng.normal(size=3)
    levels = np.linalg.eigvalsh(hamiltonian(sigma, term, p))
    length = np.linalg.norm(c * p + shift)
    assert np.allclose(levels, [offset - length, offset + length], rtol=1e-9)
touching = np.linalg.eigvalsh(hamiltonian(sigma, term, -shift / c))
assert abs(touching[1] - touching[0]) < 1e-9 * rest

# Massless particle: two components suffice
p = c * rng.normal(size=3)
massless = np.linalg.eigvalsh(hamiltonian(sigma, 0, p))
assert np.allclose(massless, c * np.linalg.norm(p) * np.array([-1, 1]))


# Antilinear mass: psi = u exp(ikx) + w exp(-ikx), term m c^2 sigma_2 psi*
def antilinear_generator(p, mass_energy):
    kinetic = hamiltonian(sigma, 0, p)
    columns = []
    for unit in np.eye(8):
        z = unit[:4] + 1j * unit[4:]
        up, down = z[:2], z[2:]
        rate = np.concatenate([
            -1j * (kinetic @ up + mass_energy * sigma[1] @ down.conj()),
            -1j * (-kinetic @ down + mass_energy * sigma[1] @ up.conj())])
        columns.append(np.concatenate([rate.real, rate.imag]))
    return np.array(columns).T


generator = antilinear_generator(p, rest)
frequencies = np.linalg.eigvals(generator)
assert np.allclose(np.abs(frequencies.imag), true_energy(p), rtol=1e-8)
assert np.max(np.abs(frequencies.real)) < 1e-8 * rest
times_i = np.kron(np.array([[0, -1], [1, 0]]), np.eye(4))
free = antilinear_generator(p, 0)
assert np.allclose(free @ times_i, times_i @ free)
assert np.linalg.norm(generator @ times_i - times_i @ generator) > rest

# Worked example: standard four-component set against a two-component trial
alpha4 = np.array([np.kron(sigma[0], s) for s in sigma])
beta4 = np.kron(sigma[2], np.eye(2))
wavenumber = 200.0
p_size = wavenumber * bohr_angstrom
directions = {"+z": (0, 0, 1), "-z": (0, 0, -1), "+x": (1, 0, 0)}
four, two = {}, {}
for name, direction in directions.items():
    p = p_size * np.array(direction, dtype=float)
    four[name] = np.linalg.eigvalsh(hamiltonian(alpha4, rest * beta4, p))
    two[name] = np.linalg.eigvalsh(hamiltonian(sigma, rest * sigma[2], p))
    assert np.allclose(four[name], true_energy(p) * np.array([-1, -1, 1, 1]))
assert np.isclose(two["+x"][1], four["+x"][3])
assert two["+z"][1] > 1.1 * four["+z"][3]
assert two["-z"][1] < 0.9 * four["-z"][3]
for _ in range(5):
    planar = c * np.append(rng.normal(size=2), 0)
    levels = np.linalg.eigvalsh(hamiltonian(sigma, rest * sigma[2], planar))
    assert np.allclose(levels, true_energy(planar) * np.array([-1, 1]))
p_touch = np.array([0, 0, -c])
two_touch = np.linalg.eigvalsh(hamiltonian(sigma, rest * sigma[2], p_touch))
four_touch = np.linalg.eigvalsh(hamiltonian(alpha4, rest * beta4, p_touch))
assert two_touch[1] - two_touch[0] < 1e-9 * rest
assert np.isclose(four_touch[3], np.sqrt(2) * rest)
rest_levels = np.linalg.eigvalsh(hamiltonian(alpha4, rest * beta4, np.zeros(3)))

print("Search for four anticommuting matrices, summed squared defect")
for size in (2, 3, 4):
    print(f"  N = {size}: smallest defect found = {defects[size]:.3g}")
print(f"Independent matrices among 1, alpha, beta: {independent_count}")
print(f"Dimension of the space of 2x2 matrices: {space_two}")
print("Joint eigenspace dimensions (beta,S) = ++,+-,-+,--:",
      *joint_dimensions)
print("Rank of a generic matrix anticommuting with alpha = diag(+-sigma)")
for signs, rank in ranks.items():
    label = "".join("+" if s > 0 else "-" for s in signs)
    print(f"  N = {2 * len(signs)}, handedness {label}: rank {rank}")
print(f"Speed of light: {c:.6f} atomic units")
print(f"Electron rest energy: {rest * hartree_ev:.1f} eV")
print(f"Gap at rest, four components: "
      f"{(rest_levels[2] - rest_levels[1]) * hartree_ev:.1f} eV")
print(f"Chosen wavenumber: {wavenumber:.1f} 1/angstrom")
print(f"c p at this wavenumber: {c * p_size * hartree_ev:.1f} eV")
print("Four-component levels along +z:",
      *[f"{e * hartree_ev:.1f}" for e in four["+z"]], "eV")
print(f"Positive energy, converted: {four['+z'][3]:.3f} hartree")
for name in directions:
    print(f"Positive level along {name}: four components "
          f"{four[name][3] * hartree_ev:.1f} eV, two components "
          f"{two[name][1] * hartree_ev:.1f} eV")
print(f"Two-component levels touch at k_z = "
      f"{p_touch[2] / bohr_angstrom:.3f} 1/angstrom")
print(f"Two-component gap there: "
      f"{abs(two_touch[1] - two_touch[0]) * hartree_ev:.1f} eV")
print(f"True positive energy there: {four_touch[3] * hartree_ev:.1f} eV")
print("all tests passed")
```

It prints:

```
Search for four anticommuting matrices, summed squared defect
  N = 2: smallest defect found = 8
  N = 3: smallest defect found = 17.7
  N = 4: smallest defect found = 1.91e-30
Independent matrices among 1, alpha, beta: 5
Dimension of the space of 2x2 matrices: 4
Joint eigenspace dimensions (beta,S) = ++,+-,-+,--: 1 1 1 1
Rank of a generic matrix anticommuting with alpha = diag(+-sigma)
  N = 2, handedness +: rank 0
  N = 4, handedness ++: rank 0
  N = 4, handedness +-: rank 4
  N = 6, handedness ++-: rank 4
  N = 6, handedness +++: rank 0
Speed of light: 137.035999 atomic units
Electron rest energy: 510999.0 eV
Gap at rest, four components: 1021997.9 eV
Chosen wavenumber: 200.0 1/angstrom
c p at this wavenumber: 394654.0 eV
Four-component levels along +z: -645656.0 -645656.0 645656.0 645656.0 eV
Positive energy, converted: 23727.421 hartree
Positive level along +z: four components 645656.0 eV, two components 905652.9 eV
Positive level along -z: four components 645656.0 eV, two components 116345.0 eV
Positive level along +x: four components 645656.0 eV, two components 645656.0 eV
Two-component levels touch at k_z = -258.961 1/angstrom
Two-component gap there: 0.0 eV
True positive energy there: 722661.6 eV
all tests passed
```
